# Line-integral polarization and magnetization of a neutral molecule: two derivations, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the symmetry of the sources to a derivation in real space

A molecule made of point charges \(e_a\) at positions \(\mathbf q_a(t)\), with velocities \(\mathbf v_a=d\mathbf q_a/dt\), has the charge and current densities

\[
\rho(\mathbf x,t)=\sum_a e_a\,\delta(\mathbf x-\mathbf q_a),\qquad
\mathbf j(\mathbf x,t)=\sum_a e_a\mathbf v_a\,\delta(\mathbf x-\mathbf q_a).
\]

Suppose that we want to express both through vector fields that vanish outside the molecule, using first derivatives and purely numerical coefficients. Symmetry and dimensions leave little choice.

The density \(\rho\) is a scalar, unchanged by spatial inversion and by time reversal. A first derivative that turns a vector field into such a scalar is the divergence of a polar vector \(\mathbf P\) that is even under time reversal. Since \(\rho\) is a charge per volume, \(\mathbf P\) is a charge per area. The integral of \(\operatorname{div}\mathbf P\) over all space vanishes when \(\mathbf P\) is localized, so this representation requires

\[
Q=\sum_a e_a=0 .
\]

The coefficient follows from a normalization. We want the space integral of \(\mathbf P\) to be the dipole moment \(\int x_i\,\rho\,d^3x\). If \(\rho=c\,\operatorname{div}\mathbf P\), integration by parts gives

\[
\int x_i\,\rho\,d^3x=c\int x_i\,\partial_kP_k\,d^3x=-c\int P_i\,d^3x ,
\]

with summation over the repeated index \(k\). Hence \(c=-1\).

The current is a polar vector, odd under time reversal. The time derivative \(\partial\mathbf P/\partial t\), taken at fixed \(\mathbf x\), has this symmetry and the dimension of a current density. So has the curl of an axial vector \(\mathbf M\) that is odd under time reversal. The field \(\mathbf M\) itself and \(\operatorname{curl}\mathbf P\) are excluded because they are axial. Charge conservation, \(\partial\rho/\partial t+\operatorname{div}\mathbf j=0\), then gives

\[
\operatorname{div}\left(\mathbf j-\frac{\partial\mathbf P}{\partial t}\right)=0 ,
\]

which fixes the coefficient of \(\partial\mathbf P/\partial t\) as \(+1\). The coefficient of the curl is a convention, and the SI choice is \(+1\). The expected form is therefore

\[
\boxed{\;\rho=-\operatorname{div}\mathbf P,\qquad
\mathbf j=\frac{\partial\mathbf P}{\partial t}+\operatorname{curl}\mathbf M\;}
\]

This argument neither constructs the fields nor proves that they exist. For that we need an explicit \(\mathbf P\) and \(\mathbf M\).

Choose a reference point \(\mathbf R(t)\), which may move smoothly with velocity \(\mathbf V=d\mathbf R/dt\), and write \(\mathbf d_a=\mathbf q_a-\mathbf R\). To build a polarization for one charge, divide the straight segment from \(\mathbf R\) to \(\mathbf q_a\) into \(N\) equal pieces. Put a charge \(-e_a\) at the start and \(+e_a\) at the end of each piece. At every interior division point the two charges cancel, leaving \(+e_a\) at \(\mathbf q_a\) and \(-e_a\) at \(\mathbf R\). Each piece has dipole moment \(e_a\mathbf d_a/N\). As \(N\) grows, the chain becomes a continuous line of dipoles:

\[
\mathbf P(\mathbf x,t)=\sum_a e_a\int_0^1ds\;\mathbf d_a\,
\delta(\mathbf x-\mathbf R-s\mathbf d_a).
\]

The charges \(-e_a\) collected at \(\mathbf R\) add up to \(-Q\), which is zero for a neutral molecule. The dimension is right: a charge times a length times an inverse volume is a charge per area.

When the charges move, the segments move too. Introduce for each charge the path

\[
\mathbf r(s,t)=\mathbf R+s\mathbf d,\qquad 0\le s\le1 ,
\]

where the label \(a\) is left out until the contributions are added. Subscripts \(s\) and \(t\) on \(\mathbf r\) denote partial derivatives. Since \(d\mathbf d/dt=\mathbf v-\mathbf V\),

\[
\mathbf r_s=\mathbf d,\qquad
\mathbf r_t=\mathbf V+s(\mathbf v-\mathbf V)=(1-s)\mathbf V+s\mathbf v,\qquad
\mathbf r_{st}=\mathbf r_{ts}=\mathbf v-\mathbf V .
\]

At \(s=0\) the path moves with the reference point, and at \(s=1\) it moves with the charge.

The magnetization must be an axial vector, linear in the velocities. The path supplies one naturally: the vector product of its tangent and its velocity. We define

\[
\mathbf M(\mathbf x,t)=\sum_a e_a\int_0^1ds\;
\mathbf d_a\times\left[(1-s)\mathbf V+s\mathbf v_a\right]
\delta(\mathbf x-\mathbf R-s\mathbf d_a).
\]

Its dimension is charge per length and time, so that its curl is a current density. The order of the vector product is justified by the calculation that follows.

Derivatives of delta functions are understood in the sense of distributions: multiply by a smooth function of \(\mathbf x\), integrate, and move the derivatives onto that function. The operator \(\nabla\) acts on \(\mathbf x\), while \(s\) and \(t\) enter the delta function through \(\mathbf r\). The chain rule therefore produces a minus sign in each case:

\[
\frac{\partial}{\partial s}\delta(\mathbf x-\mathbf r)
=-(\mathbf r_s\cdot\nabla)\,\delta(\mathbf x-\mathbf r),\qquad
\frac{\partial}{\partial t}\delta(\mathbf x-\mathbf r)
=-(\mathbf r_t\cdot\nabla)\,\delta(\mathbf x-\mathbf r).
\]

For the charge density, take the divergence of the contribution of one charge. The vector \(\mathbf r_s\) does not depend on \(\mathbf x\), so the derivative acts on the delta function alone:

\[
\begin{aligned}
\operatorname{div}\mathbf P_a
&=e_a\int_0^1ds\,(\mathbf r_s\cdot\nabla)\delta(\mathbf x-\mathbf r)\\
&=-e_a\int_0^1ds\,\frac{\partial}{\partial s}\delta(\mathbf x-\mathbf r)\\
&=-e_a\left[\delta(\mathbf x-\mathbf q_a)-\delta(\mathbf x-\mathbf R)\right].
\end{aligned}
\]

Summing over the charges gives

\[
\rho+\operatorname{div}\mathbf P=Q\,\delta(\mathbf x-\mathbf R).
\]

For \(Q=0\) this is the first identity. For an ion, the line construction leaves the net charge at the reference point, and this monopole has to be kept separately.

For the current, differentiate \(\mathbf P_a\) at fixed \(\mathbf x\). Both the tangent and the argument of the delta function depend on time. With \(\delta\) short for \(\delta(\mathbf x-\mathbf r)\),

\[
\frac{\partial\mathbf P_a}{\partial t}
=e_a\int_0^1ds\left[\mathbf r_{st}\,\delta
-\mathbf r_s(\mathbf r_t\cdot\nabla)\delta\right].
\]

Next take the curl of \(\mathbf M_a=e_a\int_0^1ds\,(\mathbf r_s\times\mathbf r_t)\,\delta\). For a vector \(\mathbf c\) independent of \(\mathbf x\) and a function \(f(\mathbf x)\), \(\operatorname{curl}(\mathbf c f)=\nabla f\times\mathbf c\). Putting \(\mathbf c=\mathbf r_s\times\mathbf r_t\) and expanding the double vector product,

\[
\nabla\delta\times(\mathbf r_s\times\mathbf r_t)
=\mathbf r_s(\mathbf r_t\cdot\nabla)\delta
-\mathbf r_t(\mathbf r_s\cdot\nabla)\delta ,
\]

so that

\[
\operatorname{curl}\mathbf M_a
=e_a\int_0^1ds\left[\mathbf r_s(\mathbf r_t\cdot\nabla)\delta
-\mathbf r_t(\mathbf r_s\cdot\nabla)\delta\right].
\]

The first term cancels the second term of \(\partial\mathbf P_a/\partial t\). With the opposite order of the vector product the two would have added. What remains is a total derivative along the path:

\[
\begin{aligned}
\frac{\partial\mathbf P_a}{\partial t}+\operatorname{curl}\mathbf M_a
&=e_a\int_0^1ds\left[\mathbf r_{st}\,\delta-\mathbf r_t(\mathbf r_s\cdot\nabla)\delta\right]\\
&=e_a\int_0^1ds\left[\mathbf r_{ts}\,\delta+\mathbf r_t\frac{\partial\delta}{\partial s}\right]\\
&=e_a\int_0^1ds\,\frac{\partial}{\partial s}\left(\mathbf r_t\,\delta\right)\\
&=e_a\left[\mathbf v_a\delta(\mathbf x-\mathbf q_a)
-\mathbf V\delta(\mathbf x-\mathbf R)\right].
\end{aligned}
\]

The second line uses the equality of the mixed derivatives and the chain rule. Summation gives

\[
\mathbf j-\frac{\partial\mathbf P}{\partial t}-\operatorname{curl}\mathbf M
=Q\mathbf V\,\delta(\mathbf x-\mathbf R),
\]

which vanishes for a neutral molecule. The remainder for an ion is the current of its net charge carried along by the reference point.

The magnetization contains two kinds of motion. From \(\mathbf r_t=\mathbf V+s(\mathbf v-\mathbf V)\),

\[
\mathbf M=\sum_a e_a\int_0^1ds\;s\,
\mathbf d_a\times(\mathbf v_a-\mathbf V)\,
\delta(\mathbf x-\mathbf R-s\mathbf d_a)
+\mathbf P\times\mathbf V .
\]

The first part comes from motion relative to \(\mathbf R\). The second is the Röntgen magnetization of a polarization carried along with velocity \(\mathbf V\). It drops out if the reference point is at rest, or if \(\mathbf P\) is everywhere parallel to \(\mathbf V\). Otherwise it must be kept.

A numerical example shows the sizes of the terms. Take a model molecule in atomic units: charge in units of \(e\), length in \(a_0\), and time in \(t_0=\hbar/E_h\). Here \(e\) is the elementary charge, \(a_0\) the Bohr radius and \(E_h\) the hartree. The charges are \(2,-1,-1\), with

\[
\begin{aligned}
\mathbf q_1&=(0,0,0.2),&\mathbf v_1&=(0.1,0,0),\\
\mathbf q_2&=(1.2,0.3,0),&\mathbf v_2&=(0.2,0.5,-0.1),\\
\mathbf q_3&=(-0.5,0.9,-0.4),&\mathbf v_3&=(0.3,-0.2,0.4).
\end{aligned}
\]

The reference point is \(\mathbf R=(0.1,0,0)\), moving with \(\mathbf V=(0.1,0.2,0)\). To obtain finite numbers at a point, replace each delta function by the normalized Gaussian

\[
g(\mathbf r)=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2},\qquad \sigma=0.5\,a_0 .
\]

This amounts to convolving every field with \(g\). Convolution commutes with the derivatives in space and time, so the smeared fields obey the same identities. No information is lost in principle: the Fourier transform of \(g\) has no zeros, so two distributions of this kind whose smeared forms agree everywhere are equal.

At \(\mathbf x=(0.5,0.4,0.1)\,a_0\) the squared distances to the three charges are \(0.42\), \(0.51\) and \(1.50\,a_0^2\). With \(2\sigma^2=0.5\,a_0^2\), the definition gives

\[
\rho=\frac{2e^{-0.84}-e^{-1.02}-e^{-3.00}}{(2\pi\times0.25)^{3/2}}
=0.230\;e/a_0^3 ,
\]

where the \(e\) in the numerator is the base of the natural logarithm. The finite-difference value of \(-\operatorname{div}\mathbf P\) is also \(0.230\;e/a_0^3\). In SI units this density is \(2.49\times10^{11}\ \mathrm{C/m^3}\).

The contributions to the current, in \(e/(a_0^2t_0)\), are

\[
\begin{aligned}
\partial\mathbf P/\partial t&=(-0.094,-0.261,0.050),\\
\operatorname{curl}\mathbf M_{\rm int}&=(0.016,0.068,0.026),\\
\operatorname{curl}(\mathbf P\times\mathbf V)&=(0.078,0.106,-0.068).
\end{aligned}
\]

Here \(\mathbf M_{\rm int}\) is the part of \(\mathbf M\) due to relative motion. The \(y\) components add to \(-0.261+0.068+0.106=-0.087\), and the \(z\) components to \(0.050+0.026-0.068=0.008\). The \(x\) components cancel to the digits shown. The definition of the current gives

\[
\mathbf j=(-0.0004,-0.0865,0.0082)\;e/(a_0^2t_0),
\]

in agreement, or \((-0.009,-2.05,0.19)\times10^{17}\ \mathrm{A/m^2}\). With these parameters the \(y\) component of the Röntgen term is larger in magnitude than that of the whole current. This reflects the choices made for the model. The term is proportional to \(\mathbf V\), and \(|\mathbf V|=0.22\,a_0/t_0\) is about \(4.9\times10^5\ \mathrm{m/s}\), far above the speed of a molecule in a gas. At \(500\ \mathrm{m/s}\) in the same direction its \(y\) component would be about \(10^{-4}\;e/(a_0^2t_0)\), with \(\mathbf j\) unchanged. The comparison also depends on the smearing: for \(\sigma=0.8\,a_0\) the \(y\) components are \(0.020\) for the Röntgen term and \(-0.034\) for the current, in \(e/(a_0^2t_0)\).

Raising the first charge to \(3e\) gives \(Q=e\) and shows how the identities fail. The squared distance from \(\mathbf x\) to \(\mathbf R\) is \(0.33\,a_0^2\), so the predicted remainder is

\[
Qg(\mathbf x-\mathbf R)=\frac{e^{-0.66}}{(2\pi\times0.25)^{3/2}}=0.263
\]

in \(e/a_0^3\). The calculated \(\rho+\operatorname{div}\mathbf P\) has this value. Multiplication by \(\mathbf V\) predicts the current remainder \((0.026,0.053,0)\;e/(a_0^2t_0)\), which is also found.

For a neutral molecule, the explicit line-integral fields \(\mathbf P\) and \(\mathbf M\) have been shown in real space to reproduce \(\rho\) and \(\mathbf j\), and the numerical example agrees. It remains to derive the same identities from the coupling of the charges to potentials, and to compare what the two derivations assume.
